**Numerical tests of the Preisach representation theorem**

The theorem states that a rate-independent hysteresis operator with sufficiently regular first-order curves is a weighted sum of relays plus a constant if and only if it has wiping-out and congruency. Here \(E(\alpha,\beta)\) is half the drop in output from \(\alpha\) to \(\beta\) on a first-order reversal curve, \(\mu\) is the bulk relay density, and \(\nu\) is the density of zero-width relays. The program simulates domain walls with dry friction, without relays, and asserts that first-order data predict their output for 150 random histories; the largest error is about \(10^{-17}\) Å\(^{-2}\). It asserts that 820 explicit relays weighted from \(E\) reproduce the wall model on grid histories, and that relays with random signed weights have both properties. It also asserts the agreement of \(\mu\), \(\nu\), their integrals and the loop loss with independent calculations, within stated tolerances. Two counterexamples are asserted to fail the first-order prediction: squared polarization, which lacks congruency, and a drifting output, which lacks wiping-out. For a square-root \(E\), the summed absolute relay weights grow from 7.94 to 34.78 as the grid is refined from 20 to 320 intervals, which shows why regularity is needed.

## Check in Python

```python
"""
Representation theorem for scalar hysteresis (classical Preisach form).
Result under test: a rate-independent operator started at the lower saturation
input a has the form
    f = f_c + sum over relays of (relay weight) * (relay state +1 or -1)
if and only if it has wiping-out and congruency, provided that
    E(alpha, beta) = (f_alpha - f_alpha_beta) / 2
(from first-order reversal curves) is the triangle function of a finite measure.
Bulk density mu = -d2E/(d alpha d beta); diagonal density nu = dE/d alpha at
alpha = beta; offset f_c = mean of the two saturation outputs.
Test operator: domain walls with dry friction, computed without any relays.
Input u: force on a unit charge (eV/A). Output f: polarization / e (1/A^2).
"""
import numpy as np
from scipy.constants import e as charge

rng = np.random.default_rng(7)
A_LOW, B_HIGH = -0.02, 0.02      # saturation inputs, eV/A
R_MAX = 0.016                    # largest friction threshold, eV/A
WIDTH, BIAS = 0.004, 0.001       # width and bias of wall response, eV/A
P_WALL = 0.02                    # wall polarization scale, 1/A^2
CHI = 0.1                        # reversible susceptibility, 1/(eV A)
DRIFT = 0.1                      # drift per input path length, 1/(eV A)
N_R = 4000
r_nodes = (np.arange(N_R) + 0.5) * R_MAX / N_R


def threshold_density(r):
    return np.where(r < R_MAX, 6 * r * (R_MAX - r) / R_MAX**3, 0.0)


r_weights = threshold_density(r_nodes) * R_MAX / N_R


def trace(history):
    """Polarization at each vertex of a piecewise monotone input from a."""
    wall = A_LOW + r_nodes
    out = []
    for u in history:
        wall = np.minimum(np.maximum(wall, u - r_nodes), u + r_nodes)
        response = np.tanh((wall - BIAS) / WIDTH)
        out.append(P_WALL * np.dot(r_weights, response) + CHI * u)
    return np.array(out)


def polarization(history):
    return trace(history)[-1]


def strain(history):
    """Electrostrictive strain in units of its coefficient: P squared."""
    return polarization(history)**2


def drifting(history):
    path = np.sum(np.abs(np.diff([A_LOW] + list(history))))
    return polarization(history) + DRIFT * path


def survivors(history):
    """Surviving extrema, from the last visit to a to the present input."""
    values = [A_LOW] + list(history)
    pos = max(i for i, v in enumerate(values) if v == A_LOW)
    kept, want_max = [A_LOW], True
    while pos < len(values) - 1:
        rest = values[pos + 1:]
        pick = max(rest) if want_max else min(rest)
        pos = max(i for i, v in enumerate(values) if i > pos and v == pick)
        kept.append(pick)
        want_max = not want_max
    return kept


def everett(operator, alpha, beta):
    return 0.5 * (operator([alpha]) - operator([alpha, beta]))


def leg_changes(operator, kept):
    changes = []
    for k in range(1, len(kept)):
        hi, lo = max(kept[k - 1:k + 1]), min(kept[k - 1:k + 1])
        sign = 1 if k % 2 == 1 else -1
        changes.append(2 * sign * everett(operator, hi, lo))
    return changes


def predict(operator, history):
    """Output from first-order reversal data alone."""
    return operator([A_LOW]) + sum(leg_changes(operator, survivors(history)))


# Sufficiency: first-order data predict arbitrary histories; wiping-out holds.
histories = [list(rng.uniform(A_LOW, B_HIGH, 12)) for _ in range(150)]
err_pred = max(abs(polarization(h) - predict(polarization, h)) for h in histories)
err_wipe = max(abs(polarization(h) - polarization(survivors(h))) for h in histories)
assert err_pred < 1e-12 and err_wipe < 1e-12

# Congruency: one loop reached by three histories, both branches.
TOP, BOTTOM, MID = 0.006, -0.004, 0.001
loop_histories = [[TOP], [B_HIGH, BOTTOM, TOP], [0.012, -0.008, TOP]]


def branch_data(operator):
    rows = []
    for h in loop_histories:
        top = operator(h)
        low = operator(h + [BOTTOM])
        rows.append([top - low, top - operator(h + [MID]),
                     operator(h + [BOTTOM, MID]) - low])
    return np.array(rows)


loop_P = branch_data(polarization)
loop_S = branch_data(strain)
loop_D = branch_data(drifting)
assert np.max(np.ptp(loop_P, axis=0)) < 1e-12
tops = [polarization(h) for h in loop_histories]
assert np.ptp(tops) > 1e-4       # the loops really are at different heights

# Losing either property destroys the first-order prediction.
strain_wipe = max(abs(strain(h) - strain(survivors(h))) for h in histories)
strain_miss = max(abs(strain(h) - predict(strain, h)) for h in histories)
drift_wipe = max(abs(drifting(h) - drifting(survivors(h))) for h in histories)
drift_miss = max(abs(drifting(h) - predict(drifting, h)) for h in histories)
assert strain_wipe < 1e-12 and np.ptp(loop_S[:, 0]) > 1e-6 and strain_miss > 1e-6
assert np.max(np.ptp(loop_D, axis=0)) < 1e-12
assert drift_wipe > 1e-4 and drift_miss > 1e-4

# Densities: differences of measured E against the friction-model densities.


def mu_model(alpha, beta):
    r, s = (alpha - beta) / 2, (alpha + beta) / 2
    slope = 1 / (WIDTH * np.cosh((s - BIAS) / WIDTH)**2)
    return P_WALL * threshold_density(r) * slope / 4


step = 4e-4
mu_fd = -sum(sa * sb * everett(polarization, TOP + sa * step, BOTTOM + sb * step)
             for sa in (1, -1) for sb in (1, -1)) / (4 * step**2)
mu_ref = float(mu_model(TOP, BOTTOM))
assert abs(mu_fd / mu_ref - 1) < 0.01         # finite-difference truncation
small = 4e-5
nu_fd = everett(polarization, MID + small, MID) / small
nu_ref = CHI / 2
assert abs(nu_fd / nu_ref - 1) < 2e-3         # finite step off the diagonal

gx, gw = np.polynomial.legendre.leggauss(200)
gx, gw = (gx + 1) / 2, gw / 2


def triangle_integral(alpha, beta, weight):
    up = beta + (alpha - beta) * gx[:, None]
    down = beta + (up - beta) * gx[None, :]
    jac = (alpha - beta) * (up - beta) * gw[:, None] * gw[None, :]
    return np.sum(jac * mu_model(up, down) * weight(up, down))


for hi, lo in [(TOP, BOTTOM), (0.015, -0.012), (B_HIGH, A_LOW)]:
    integral = triangle_integral(hi, lo, lambda x, y: 1.0) + nu_ref * (hi - lo)
    # quadrature meets a slope jump of the threshold density
    assert abs(integral - everett(polarization, hi, lo)) < 2e-6
E_loop = everett(polarization, TOP, BOTTOM)
E_bulk = triangle_integral(TOP, BOTTOM, lambda x, y: 1.0)
E_diag = nu_ref * (TOP - BOTTOM)

# Explicit relays: cell weights from measured E, switching by thresholds.


def cell_weights(table):
    """table[i, j] = E(node i, node j), i >= j; returns weights for i >= j."""
    n = len(table) - 1
    w = table[1:, :-1] - table[:-1, :-1] - table[1:, 1:] + table[:-1, 1:]
    w = np.tril(w, -1)
    w[np.arange(n), np.arange(n)] = np.diag(table, -1)
    return w


N_GRID = 40
nodes = np.linspace(A_LOW, B_HIGH, N_GRID + 1)
centres = (nodes[1:] + nodes[:-1]) / 2
table_E = np.zeros((N_GRID + 1, N_GRID + 1))
for i in range(N_GRID + 1):
    for j in range(i):
        table_E[i, j] = everett(polarization, nodes[i], nodes[j])
weights = cell_weights(table_E)
f_low, f_high = polarization([A_LOW]), polarization([B_HIGH])
offset = (f_low + f_high) / 2


def relay_output(history, w):
    state = -np.ones_like(w)
    for u in history:
        state[u > centres, :] = np.where(
            (u < centres)[None, :], state[u > centres, :], 1.0)
        state[:, u < centres] = -1.0
    return np.sum(np.tril(w) * state)


grid_histories = [list(rng.choice(nodes, 12)) for _ in range(150)]
err_relay = max(abs(polarization(h) - offset - relay_output(h, weights))
                for h in grid_histories)
assert err_relay < 1e-11

# Necessity: relays with random signed weights have both properties.
random_w = np.tril(rng.normal(size=weights.shape))
err_rw = max(abs(relay_output(h, random_w) - relay_output(survivors(h), random_w))
             for h in grid_histories)
hi, lo, mid = nodes[28], nodes[13], nodes[20]
falls, rises = [], []
for h in grid_histories:
    start = h + [nodes[rng.integers(0, 14)], hi]
    falls.append(relay_output(start, random_w) - relay_output(start + [mid], random_w))
    rises.append(relay_output(start + [lo, mid], random_w)
                 - relay_output(start + [lo], random_w))
err_rc = max(np.ptp(falls), np.ptp(rises))
assert err_rw < 1e-10 and err_rc < 1e-10
assert min(abs(falls[0]), abs(rises[0])) > 1e-3

# Square-root E: total variation of the cell weights grows without bound.
variations = []
for n in (20, 80, 320):
    x = np.linspace(0, 1, n + 1)
    root = np.sqrt(np.maximum(x[:, None] - x[None, :], 0))
    variations.append(np.sum(np.abs(cell_weights(root))))
assert all(variations[k + 1] / variations[k] > 1.9 for k in (0, 1))

# Loop loss: traced area against the relay formula.
down_path = list(np.linspace(TOP, BOTTOM, 801))
cycle = down_path + down_path[::-1][1:]
P_cycle, u_cycle = trace(cycle), np.array(cycle)
loss_traced = np.sum((u_cycle[1:] + u_cycle[:-1]) / 2 * np.diff(P_cycle))
loss_formula = 2 * triangle_integral(TOP, BOTTOM, lambda x, y: x - y)
assert abs(loss_traced / loss_formula - 1) < 1e-3

# Worked history containing a pair of extrema that is wiped out.
example = [0.010, -0.006, 0.004, -0.002, 0.006, 0.001]
kept = survivors(example)
P_direct, P_pred = polarization(example), predict(polarization, example)
assert len(kept) < len(example) + 1 and abs(P_direct - P_pred) < 1e-12

print(f"saturation inputs a, b: {A_LOW}, {B_HIGH} eV/A")
print(f"largest friction threshold: {R_MAX} eV/A")
print(f"wall response width, bias: {WIDTH}, {BIAS} eV/A")
print(f"wall polarization scale: {P_WALL} 1/A^2")
print(f"reversible susceptibility: {CHI} 1/(eV A)")
print(f"output at a, at b: {f_low:.6f}, {f_high:.6f} 1/A^2")
print(f"offset f_c: {offset:.3e} 1/A^2")
print("input history after a:", example, "eV/A")
print("surviving extrema:", kept, "eV/A")
for k, change in enumerate(leg_changes(polarization, kept)):
    print(f"  leg {kept[k]} -> {kept[k+1]} eV/A: change {change:+.6f} 1/A^2")
print(f"final P/e predicted: {P_pred:.6f} 1/A^2")
print(f"final P/e from wall model: {P_direct:.6f} 1/A^2")
print(f"final P converted: {P_direct * charge * 1e20:.4f} C/m^2")
print(f"minor loop limits: {BOTTOM}, {TOP} eV/A; inner point {MID} eV/A")
for k, h in enumerate(loop_histories):
    print(f"loop history {k+1}:", h, "eV/A")
    print(f"  P/e at top {tops[k]:.6f}, loop height {loop_P[k,0]:.6f} 1/A^2")
    print(f"  fall top->inner {loop_P[k,1]:.6f},"
          f" rise bottom->inner {loop_P[k,2]:.6f} 1/A^2")
    print(f"  change of (P/e)^2, top minus bottom: {loop_S[k,0]:+.3e} 1/A^4")
print(f"E of minor loop: {E_loop:.6f} 1/A^2")
print(f"  bulk part {E_bulk:.6f}, diagonal part {E_diag:.6f} 1/A^2")
print(f"mu at loop corner, from E: {mu_fd:.2f} 1/eV^2; model: {mu_ref:.2f} 1/eV^2")
print(f"nu at inner point, from E: {nu_fd:.5f}; model: {nu_ref:.5f} 1/(eV A)")
print(f"loop loss, traced: {loss_traced:.5e} eV/A^3")
print(f"loop loss, relay formula: {loss_formula:.5e} eV/A^3")
print(f"loop loss converted: {loss_formula * charge * 1e30:.4e} J/m^3")
print(f"random histories: {len(histories)}, vertices each: {len(histories[0])}")
print(f"largest prediction error, wall model: {err_pred:.1e} 1/A^2")
print(f"relay grid: {N_GRID} intervals, {N_GRID*(N_GRID+1)//2} relays")
print(f"largest relay error, grid histories: {err_relay:.1e} 1/A^2")
print(f"largest miss for squared output: {strain_miss:.2e} 1/A^4")
print(f"drift coefficient: {DRIFT} 1/(eV A)")
print(f"largest miss for drifting output: {drift_miss:.2e} 1/A^2")
print("variation of square-root E, 20/80/320 intervals (no unit):",
      ", ".join(f"{v:.2f}" for v in variations))
print("checks complete")
```

Running it gives:

```
saturation inputs a, b: -0.02, 0.02 eV/A
largest friction threshold: 0.016 eV/A
wall response width, bias: 0.004, 0.001 eV/A
wall polarization scale: 0.02 1/A^2
reversible susceptibility: 0.1 1/(eV A)
output at a, at b: -0.021774, 0.021409 1/A^2
offset f_c: -1.826e-04 1/A^2
input history after a: [0.01, -0.006, 0.004, -0.002, 0.006, 0.001] eV/A
surviving extrema: [-0.02, 0.01, -0.006, 0.006, 0.001] eV/A
  leg -0.02 -> 0.01 eV/A: change +0.025829 1/A^2
  leg 0.01 -> -0.006 eV/A: change -0.012400 1/A^2
  leg -0.006 -> 0.006 eV/A: change +0.006669 1/A^2
  leg 0.006 -> 0.001 eV/A: change -0.000888 1/A^2
final P/e predicted: -0.002564 1/A^2
final P/e from wall model: -0.002564 1/A^2
final P converted: -0.0411 C/m^2
minor loop limits: -0.004, 0.006 eV/A; inner point 0.001 eV/A
loop history 1: [0.006] eV/A
  P/e at top -0.008093, loop height 0.004590 1/A^2
  fall top->inner 0.000888, rise bottom->inner 0.000888 1/A^2
  change of (P/e)^2, top minus bottom: -9.537e-05 1/A^4
loop history 2: [0.02, -0.004, 0.006] eV/A
  P/e at top 0.012665, loop height 0.004590 1/A^2
  fall top->inner 0.000888, rise bottom->inner 0.000888 1/A^2
  change of (P/e)^2, top minus bottom: +9.520e-05 1/A^4
loop history 3: [0.012, -0.008, 0.006] eV/A
  P/e at top -0.000721, loop height 0.004590 1/A^2
  fall top->inner 0.000888, rise bottom->inner 0.000888 1/A^2
  change of (P/e)^2, top minus bottom: -2.768e-05 1/A^4
E of minor loop: 0.002295 1/A^2
  bulk part 0.001795, diagonal part 0.000500 1/A^2
mu at loop corner, from E: 100.49 1/eV^2; model: 100.71 1/eV^2
nu at inner point, from E: 0.05000; model: 0.05000 1/(eV A)
loop loss, traced: 1.80281e-05 eV/A^3
loop loss, relay formula: 1.80281e-05 eV/A^3
loop loss converted: 2.8884e+06 J/m^3
random histories: 150, vertices each: 12
largest prediction error, wall model: 1.2e-17 1/A^2
relay grid: 40 intervals, 820 relays
largest relay error, grid histories: 1.0e-17 1/A^2
largest miss for squared output: 2.59e-04 1/A^4
drift coefficient: 0.1 1/(eV A)
largest miss for drifting output: 2.86e-02 1/A^2
variation of square-root E, 20/80/320 intervals (no unit): 7.94, 16.89, 34.78
checks complete
```
